# Oscillator brackets for any mass ratio from a pseudospin rotation: a numerical check

```python
"""Oscillator brackets for any mass ratio from a pseudospin rotation.

Result under test: in a block of fixed total quanta N and angular momentum L,
  <n1 l1, n2 l2; L | Nc Lc, n l; L> = matrix element of exp(-beta G),
  G = a1^dag.a2 - a2^dag.a1,   tan(beta) = sqrt(m2/m1).
n1 l1, n2 l2 : radial and orbital numbers of the two particles
Nc Lc, n l   : the same for centre of mass and relative motion (r = r2 - r1)
K = a1^dag.a2 ; quanta of one oscillator = 2n + l.
Radial functions are positive near the origin; harmonics are Condon-Shortley.
All oscillators share one frequency; hbar = omega = 1.
"""
from fractions import Fraction
from functools import lru_cache
from math import comb, factorial, gamma, pi, sqrt

import numpy as np
from scipy.linalg import expm
from scipy.special import eval_genlaguerre, lpmv
from sympy.physics.wigner import clebsch_gordan


@lru_cache(maxsize=None)
def six_j(a, b, c, d, e, f):
    """6j symbol {a b c; d e f} for integer arguments obeying the triangles."""
    triads = ((a, b, c), (a, e, f), (d, b, f), (d, e, c))
    product = Fraction(1)
    for p, q, r in triads:
        product *= Fraction(
            factorial(p + q - r) * factorial(p - q + r) * factorial(q + r - p),
            factorial(p + q + r + 1))
    lows = [sum(t) for t in triads]
    highs = [a + b + d + e, b + c + e + f, c + a + f + d]
    total = Fraction(0)
    for t in range(max(lows), min(highs) + 1):
        denominator = 1
        for low in lows:
            denominator *= factorial(t - low)
        for high in highs:
            denominator *= factorial(high - t)
        total += Fraction((-1) ** t * factorial(t + 1), denominator)
    return sqrt(float(product)) * float(total)


def block_states(N, L):
    states = []
    for quanta1 in range(N + 1):
        quanta2 = N - quanta1
        for l1 in range(quanta1 % 2, quanta1 + 1, 2):
            for l2 in range(quanta2 % 2, quanta2 + 1, 2):
                if abs(l1 - l2) <= L <= l1 + l2:
                    states.append(((quanta1 - l1) // 2, l1,
                                   (quanta2 - l2) // 2, l2))
    return states


def raised(n, l):
    """Final (n, l) and reduced matrix element of a^dag from (n, l)."""
    result = [(n, l + 1, sqrt((l + 1) * (2 * n + 2 * l + 3)))]
    if l > 0:
        result.append((n + 1, l - 1, sqrt(l * (2 * n + 2))))
    return result


def lowered(n, l):
    """States from which a^dag leads to (n, l), with its reduced element."""
    result = []
    for n0, l0 in ((n, l - 1), (n - 1, l + 1)):
        if n0 >= 0 and l0 >= 0:
            for nf, lf, value in raised(n0, l0):
                if (nf, lf) == (n, l):
                    result.append((n0, l0, value))
    return result


@lru_cache(maxsize=None)
def solve_block(N, L):
    states = block_states(N, L)
    index = {s: i for i, s in enumerate(states)}
    K = np.zeros((len(states), len(states)))
    for (n1, l1, n2, l2), column in index.items():
        for n1f, l1f, up in raised(n1, l1):
            for n2f, l2f, down in lowered(n2, l2):
                row = index.get((n1f, l1f, n2f, l2f))
                if row is not None:
                    K[row, column] = ((-1) ** (l1 + l2 + L) * up * down
                                      * six_j(l1f, l2f, L, l2, l1, 1))
    eigenvalues, vectors = np.linalg.eigh(1j * (K - K.T))
    return states, K, eigenvalues, vectors


def brackets(N, L, beta):
    """Rows: particle states; columns: (centre of mass, relative) states."""
    _, _, eigenvalues, V = solve_block(N, L)
    phases = np.exp(1j * beta * np.rint(eigenvalues))
    U = (V * phases) @ V.conj().T
    assert np.max(np.abs(U.imag)) < 1e-10
    return U.real


# ---- Brackets from their definition: six-dimensional overlap integrals ----
@lru_cache(maxsize=None)
def cg(l1, m1, l2, m2, L, M):
    return float(clebsch_gordan(l1, l2, L, m1, m2, M))


def orbital(n, l, m, xyz):
    """Oscillator function without its Gaussian factor."""
    r = np.sqrt(np.sum(xyz ** 2, axis=0))
    cosine = np.clip(xyz[2] / np.maximum(r, 1e-300), -1, 1)
    phi = np.arctan2(xyz[1], xyz[0])
    k = abs(m)
    Y = (sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
         * lpmv(k, l, cosine) * np.exp(1j * k * phi))
    if m < 0:
        Y = (-1) ** k * Y.conj()
    norm = sqrt(2 * factorial(n) / gamma(n + l + 1.5))
    return norm * r ** l * eval_genlaguerre(n, l + 0.5, r ** 2) * Y


def coupled_functions(states, L, first, second):
    cache = {}

    def get(slot, n, l, m):
        key = (slot, n, l, m)
        if key not in cache:
            cache[key] = orbital(n, l, m, first if slot == 1 else second)
        return cache[key]

    rows = []
    for n1, l1, n2, l2 in states:
        value = np.zeros(first.shape[1], dtype=complex)
        for m1 in range(-l1, l1 + 1):
            m2 = L - m1
            if abs(m2) <= l2:
                value += (cg(l1, m1, l2, m2, L, L)
                          * get(1, n1, l1, m1) * get(2, n2, l2, m2))
        rows.append(value)
    return np.array(rows)


def overlap_block(N, L, m1, m2, relative_sign=1):
    nodes, weights = np.polynomial.hermite.hermgauss(N + 1)
    points = np.array(np.meshgrid(*[nodes] * 6, indexing="ij")).reshape(6, -1)
    w = np.prod(np.array(np.meshgrid(*[weights] * 6, indexing="ij")),
                axis=0).ravel()
    x1, x2 = points[:3], points[3:]
    r1, r2 = x1 / sqrt(m1), x2 / sqrt(m2)
    total, reduced = m1 + m2, m1 * m2 / (m1 + m2)
    X = sqrt(total) * (m1 * r1 + m2 * r2) / total
    x = sqrt(reduced) * relative_sign * (r2 - r1)
    states = block_states(N, L)
    bra = coupled_functions(states, L, x1, x2)
    ket = coupled_functions(states, L, X, x)
    return (bra.conj() * w) @ ket.T


def angle(m1, m2):
    return np.arctan2(sqrt(m2), sqrt(m1))


mass1, mass2 = 1.0, 3.0
beta = angle(mass1, mass2)

overlap_error, overlap_count = 0.0, 0
for N, ma, mb in ((1, 1.0, 3.0), (2, 1.0, 3.0), (3, 1.0, 3.0),
                  (4, 1.0, 3.0), (5, 1.0, 3.0), (4, 5.0, 2.0)):
    for L in range(N + 1):
        if block_states(N, L):
            direct = overlap_block(N, L, ma, mb)
            difference = direct - brackets(N, L, angle(ma, mb))
            overlap_error = max(overlap_error, np.max(np.abs(difference)))
            overlap_count += direct.size
assert overlap_error < 1e-10

# Reversed relative vector: factor (-1)^l
reverse = overlap_block(3, 2, mass1, mass2, relative_sign=-1)
signs = np.array([(-1) ** s[3] for s in block_states(3, 2)])
assert np.allclose(reverse, brackets(3, 2, beta) * signs, atol=1e-10)

# ---- Algebra, spectrum, orthogonality, symmetries and sum rule ----
N_MAX = 10
errors = dict.fromkeys(("commutator", "integer spectrum", "orthogonality",
                        "transposition", "quarter turn", "mass exchange",
                        "sum rule"), 0.0)
block_count, largest = 0, 0
test_beta = angle(1.0, 0.37)


def record(name, difference):
    errors[name] = max(errors[name], float(np.max(np.abs(difference))))


for N in range(N_MAX + 1):
    for L in range(N + 1):
        states = block_states(N, L)
        if not states:
            continue
        block_count += 1
        largest = max(largest, len(states))
        _, K, eigenvalues, _ = solve_block(N, L)
        s = np.array(states)
        q1, q2 = 2 * s[:, 0] + s[:, 1], 2 * s[:, 2] + s[:, 3]
        record("commutator", K @ K.T - K.T @ K - np.diag(q1 - q2))
        record("integer spectrum", np.sort(eigenvalues) - np.sort(q1 - q2))
        U = brackets(N, L, test_beta)
        record("orthogonality", U.T @ U - np.eye(len(states)))
        parity2 = (-1.0) ** s[:, 3]
        record("transposition", U - np.outer(parity2, parity2) * U.T)
        index = {state: i for i, state in enumerate(states)}
        swap = [index[(c, d, a, b)] for a, b, c, d in states]
        expected = np.zeros_like(U)
        for j, (_, l1, _, _) in enumerate(states):
            expected[swap[j], j] = (-1) ** (l1 + L)
        record("quarter turn", brackets(N, L, pi / 2) - expected)
        other = brackets(N, L, angle(0.37, 1.0))
        record("mass exchange", U - (-1.0) ** (s[:, 1] + L) * other[swap, :])
        record("sum rule", U ** 2 @ q2 - np.sin(test_beta) ** 2 * q1
               - np.cos(test_beta) ** 2 * q2)
for name, error in errors.items():
    assert error < 1e-10, (name, error)

# Spectral evaluation against a separate matrix exponential
big_N, big_L = 16, 4
big_states, big_K, _, _ = solve_block(big_N, big_L)
big_U = brackets(big_N, big_L, beta)
expm_error = np.max(np.abs(big_U - expm(-beta * (big_K - big_K.T))))
assert expm_error < 1e-10

# Stretched block: binomial law for all quanta in the centre of mass
stretched_N = 20
stretched = block_states(stretched_N, stretched_N)
column = stretched.index((0, stretched_N, 0, 0))
binomial = [sqrt(comb(stretched_N, l1)) * np.cos(beta) ** l1
            * np.sin(beta) ** l2 for _, l1, _, l2 in stretched]
stretched_error = np.max(np.abs(
    brackets(stretched_N, stretched_N, beta)[:, column] - binomial))
assert stretched_error < 1e-10

# ---- Worked example; all quantities are dimensionless except the angle ----
print(f"masses m1, m2 (model units): {mass1:.1f}, {mass2:.1f}")
print(f"rotation angle beta: {np.degrees(beta):.4f} degrees")
small_states, small_K, small_eigenvalues, _ = solve_block(2, 0)
small_U = brackets(2, 0, beta)
print("N=2 L=0 states (n1 l1 n2 l2):", *small_states)
for i, state in enumerate(small_states):
    print(f"K row {state}:", *[f"{v:.6f}" for v in small_K[i]])
print("eigenvalues of iG, N=2 L=0:",
      *[int(v) for v in np.rint(small_eigenvalues)])
for i, state in enumerate(small_states):
    print(f"bracket row {state}:", *[f"{v + 0.0:.6f}" for v in small_U[i]])
equal = brackets(2, 0, pi / 4)[small_states.index((0, 1, 0, 1))]
equal = np.where(np.abs(equal) < 1e-12, 0.0, equal)
print("equal masses, row (0, 1, 0, 1):", *[f"{v:.6f}" for v in equal])

states, _, eigenvalues, _ = solve_block(4, 2)
chosen = (0, 2, 0, 2)
row = brackets(4, 2, beta)[states.index(chosen)]
print(f"N=4 L=2 block dimension: {len(states)}")
print("eigenvalues of iG, N=4 L=2:",
      *[int(v) for v in np.rint(eigenvalues)])
print(f"row {chosen}: (Nc Lc n l), bracket, probability")
for state, value in zip(states, row):
    print(f"  {state}  {value:+.8f}  {value ** 2:.8f}")
mean_relative = sum(v ** 2 * (2 * st[2] + st[3]) for st, v in zip(states, row))
print(f"sum of probabilities: {np.sum(row ** 2):.8f}")
print(f"mean relative quanta: {mean_relative:.8f}")

print(f"brackets compared with 6D overlaps: {overlap_count}")
print(f"largest 6D overlap difference: {overlap_error:.1e}")
print(f"blocks tested up to N={N_MAX}: {block_count}, largest size {largest}")
for name, error in errors.items():
    print(f"largest error, {name}: {error:.1e}")
print(f"N={big_N} L={big_L} dimension: {len(big_states)}")
print(f"spectral form minus matrix exponential: {expm_error:.1e}")
print(f"stretched block N=L={stretched_N}, error: {stretched_error:.1e}")
print("every check passed")
```

Output:

```
masses m1, m2 (model units): 1.0, 3.0
rotation angle beta: 60.0000 degrees
N=2 L=0 states (n1 l1 n2 l2): (0, 0, 1, 0) (0, 1, 0, 1) (1, 0, 0, 0)
K row (0, 0, 1, 0): 0.000000 0.000000 0.000000
K row (0, 1, 0, 1): 1.414214 0.000000 0.000000
K row (1, 0, 0, 0): 0.000000 1.414214 0.000000
eigenvalues of iG, N=2 L=0: -2 0 2
bracket row (0, 0, 1, 0): 0.250000 0.612372 0.750000
bracket row (0, 1, 0, 1): -0.612372 -0.500000 0.612372
bracket row (1, 0, 0, 0): 0.750000 -0.612372 0.250000
equal masses, row (0, 1, 0, 1): -0.707107 0.000000 0.707107
N=4 L=2 block dimension: 9
eigenvalues of iG, N=4 L=2: -4 -2 -2 0 0 0 2 2 4
row (0, 2, 0, 2): (Nc Lc n l), bracket, probability
  (0, 0, 1, 2)  +0.21650635  0.04687500
  (0, 1, 1, 1)  +0.20916501  0.04375000
  (0, 1, 0, 3)  +0.13693064  0.01875000
  (1, 0, 0, 2)  -0.33071891  0.10937500
  (0, 2, 1, 0)  -0.33071891  0.10937500
  (0, 2, 0, 2)  +0.75000000  0.56250000
  (1, 1, 0, 1)  -0.20916501  0.04375000
  (0, 3, 0, 1)  -0.13693064  0.01875000
  (1, 2, 0, 0)  +0.21650635  0.04687500
sum of probabilities: 1.00000000
mean relative quanta: 2.00000000
brackets compared with 6D overlaps: 775
largest 6D overlap difference: 2.8e-15
blocks tested up to N=10: 61, largest size 50
largest error, commutator: 1.4e-14
largest error, integer spectrum: 1.4e-14
largest error, orthogonality: 2.4e-15
largest error, transposition: 1.4e-15
largest error, quarter turn: 1.8e-15
largest error, mass exchange: 1.7e-15
largest error, sum rule: 1.1e-14
N=16 L=4 dimension: 140
spectral form minus matrix exponential: 1.5e-15
stretched block N=L=20, error: 4.9e-16
every check passed
```
